# Spin-flip conductance steps of an anisotropic spin-1 adatom

## Problem

A spin-1 adatom sits between a tip and a metal surface. Its Hamiltonian is

$$H=DS_z^2+E(S_x^2-S_y^2)+g\mu_B\,\mathbf B\cdot\mathbf S ,$$

where $\mathbf S$ is dimensionless (the angular momentum is $\hbar\mathbf S$). The model parameters are $D=-2.0$ meV, $E=0.2$ meV, $g=2$ and temperature $T=0.3$ K. A tunnelling electron with spin $\mathbf s=\boldsymbol\sigma/2$ has the amplitude $T_0+K\,\mathbf s\cdot\mathbf S$, with $T_0$ and $K$ real energies. Both electrodes are unpolarised.

At which bias voltages does the differential conductance step up, and what are the relative step heights, at zero field and at 3, 6 and 12 T along $x$, $y$ and $z$?

## A tempting solution

Since $D<0$, the states $m=\pm1$ lie low and $m=0$ lies high. The small term $E$ and the field shift the levels, so the step positions are taken from the diagonalized $H$. At zero field the excitation energies are $2E=0.4$ meV and $|D|+E=2.2$ meV.

For the heights, call the ground state $m=-1$. The operators $S_x$ and $S_y$ connect it to $m=0$:

$$|\langle0|S_x|{-1}\rangle|^2+|\langle0|S_y|{-1}\rangle|^2=\tfrac12+\tfrac12=1 .$$

No component of $\mathbf S$ changes $m$ by 2, so $\langle{+1}|\mathbf S|{-1}\rangle=0$. The heights would then be $0:1$ at every field: one visible step, at 2.2 mV when $B=0$, and nothing at 0.4 mV.

## Where it fails

The selection rule is correct, but it is applied to states that are not eigenstates. Because $S_x^2-S_y^2=(S_+^2+S_-^2)/2$, the transverse term couples $m=+1$ to $m=-1$ with matrix element $E$. At zero field these two states are degenerate, so even a small $E$ mixes them equally. The eigenstates are $(|{-1}\rangle\mp|1\rangle)/\sqrt2$, and $S_z$ turns one into the other, up to a phase. The "forbidden" squared element is therefore 1, not 0. Energies and matrix elements must come from the same eigenstates.

## Right solution

### From matrix elements to conductance

Tunnelling is treated to lowest order, with flat densities of states $\rho_t,\rho_s$ per spin. The adatom is assumed to relax to its nondegenerate ground state $g$ between tunnelling events, and $k_BT$ must be well below the first excitation energy.

For the transition $g\to n$, with $\Delta_n=E_n-E_g$, the amplitude is a matrix in electron spin:

$$M_n=T_0\delta_{ng}+\frac K2\sum_j\sigma_j\langle n|S_j|g\rangle .$$

Unpolarised electrodes require a sum over initial and final electron spins. Using $\mathrm{Tr}\,\sigma_j=0$ and $\mathrm{Tr}\,\sigma_i\sigma_j=2\delta_{ij}$,

$$\mathrm{Tr}\,M_n^\dagger M_n=2T_0^2\delta_{ng}+\frac{K^2}{2}w_n,\qquad w_n=\sum_j|\langle n|S_j|g\rangle|^2 .$$

The $T_0K$ cross term has vanished with $\mathrm{Tr}\,\sigma_j$; polarised electrodes could retain it.

An electron that starts at energy $\varepsilon$ above one Fermi level arrives at $\varepsilon+x$ above the other, where $x=eV-\Delta_n$. The available phase space is

$$F(x)=\int f(\varepsilon)[1-f(\varepsilon+x)]\,d\varepsilon .$$

Since $f/(1-f)=e^{-\varepsilon/k_BT}$, the reverse product $f(\varepsilon+x)[1-f(\varepsilon)]$ equals $e^{-x/k_BT}$ times the integrand. The difference of the two products is $f(\varepsilon)-f(\varepsilon+x)$, whose integral is $x$. Hence

$$F(x)=\frac{x}{1-e^{-x/k_BT}} .$$

The golden rule gives the current as $e(2\pi/\hbar)\rho_t\rho_s\sum_n\mathrm{Tr}(M_n^\dagger M_n)\,[F(eV-\Delta_n)-F(-eV-\Delta_n)]$. Differentiation with respect to $V$ brings another factor $e$. For the elastic channel, $F(x)-F(-x)=x$ makes the bracket's derivative with respect to $eV$ equal to 1. With the unit $G_s=\pi e^2\rho_t\rho_sK^2/\hbar$,

$$\frac{G(V)}{G_s}=4\frac{T_0^2}{K^2}+w_g+\sum_{n\ne g}w_n\,[F'(eV-\Delta_n)+F'(-eV-\Delta_n)] .$$

The function $F'$ rises from 0 to 1. Near zero, $F=k_BT+x/2+\dots$, so $F'(0)=1/2$. Well-separated steps thus have their half-height at $|eV|=\Delta_n$, and their heights are $w_n$.

### States suited to spin 1

Define

$$|x\rangle=\frac{|{-1}\rangle-|1\rangle}{\sqrt2},\quad |y\rangle=\frac{i(|{-1}\rangle+|1\rangle)}{\sqrt2},\quad |z\rangle=|0\rangle .$$

From $S_+|{-1}\rangle=S_-|1\rangle=\sqrt2|0\rangle$ one finds $S_\pm|x\rangle=\pm|z\rangle$ and $S_\pm|y\rangle=i|z\rangle$. With $S_x=(S_++S_-)/2$ and $S_y=(S_+-S_-)/2i$,

$$S_x|x\rangle=0,\quad S_y|x\rangle=-i|z\rangle,\quad S_z|x\rangle=i|y\rangle,$$
$$S_x|y\rangle=i|z\rangle,\quad S_y|y\rangle=0,\quad S_z|y\rangle=-i|x\rangle .$$

Likewise, $S_\pm|0\rangle=\sqrt2|{\pm1}\rangle$ gives $S_x|z\rangle=-i|y\rangle$, $S_y|z\rangle=i|x\rangle$ and $S_z|z\rangle=0$. All nine relations are contained in

$$S_j|k\rangle=i\sum_l\epsilon_{jkl}|l\rangle .$$

Each $|k\rangle$ is annihilated by $S_k$ and has eigenvalue 1 for the squares of the other two components. At zero field its energy is therefore

$$\varepsilon_x=D-E,\qquad \varepsilon_y=D+E,\qquad \varepsilon_z=0,$$

or $-2.2$, $-1.8$ and 0 meV.

Now write $g=\sum_kg_k|k\rangle$ and $n=\sum_ln_l|l\rangle$. Then $\langle n|S_j|g\rangle=i\sum_{kl}\epsilon_{jkl}g_kn_l^*$, which is $i(\mathbf g\times\mathbf n^*)_j$. For complex vectors, $\sum_j\epsilon_{jkl}\epsilon_{jpq}=\delta_{kp}\delta_{lq}-\delta_{kq}\delta_{lp}$ gives $|\mathbf a\times\mathbf b|^2=|\mathbf a|^2|\mathbf b|^2-|\sum_ka_kb_k^*|^2$. Setting $\mathbf a=\mathbf g$ and $\mathbf b=\mathbf n^*$,

$$w_n=1-\Big|\sum_kn_kg_k\Big|^2 .$$

The sum contains no complex conjugate, so it is not the ordinary overlap and need not vanish for orthogonal states.

At zero field the eigenstates are $|x\rangle,|y\rangle,|z\rangle$ themselves. The sum vanishes for both excited states, and the steps at 0.4 and 2.2 mV have heights $1:1$. This ratio does not depend on $D$ or $E$ as long as the three levels are distinct; if the two excited levels coincide, as for $E=0$ with $D>0$, the steps merge into one of height 2. If $E\to0$ with $D<0$, the first step moves to zero bias and the cold-spin assumption fails once $2E$ is no longer large compared with $k_BT$.

### Field along a principal axis

Let the field point along $k$, let $b=g\mu_BB$, and let $k,i,j$ be in cyclic order. The state $|k\rangle$ is untouched because $S_k|k\rangle=0$. The other two are coupled by $S_k|i\rangle=i|j\rangle$ and $S_k|j\rangle=-i|i\rangle$, where the $i$ outside the kets is the imaginary unit. Their energies $\lambda$ obey

$$(\varepsilon_i-\lambda)(\varepsilon_j-\lambda)-b^2=0\quad\Rightarrow\quad\lambda=\bar\varepsilon\pm R,\quad R=\sqrt{\delta^2+b^2},$$

with $\bar\varepsilon=(\varepsilon_i+\varepsilon_j)/2$ and $\delta=|\varepsilon_i-\varepsilon_j|/2$.

**Case 1: $|k\rangle$ is the ground state.** Neither mixed state has a component along $|k\rangle$, so $\sum_kn_kg_k=0$ and both heights are 1. The positions are $|eV|=\bar\varepsilon\mp R-\varepsilon_k$.

**Case 2: the lower mixed state is the ground state.** The weights follow in three steps.

- The step to $|k\rangle$ has height 1, again because the components do not overlap. It lies at $|eV|=\varepsilon_k-\bar\varepsilon+R$.
- The elastic weight is $w_g=\sum_j|\langle g|S_j|g\rangle|^2$. The two components perpendicular to the field take the mixed pair into $|k\rangle$ or to zero, so their expectation values vanish. The Hellmann–Feynman theorem gives $\langle S_k\rangle=\partial(\bar\varepsilon-R)/\partial b=-b/R$. Hence $w_g=b^2/R^2$.
- Completeness gives $\sum_nw_n=\langle g|\mathbf S^2|g\rangle=2$, with $n=g$ included. The step to the upper mixed state, at $|eV|=2R$, therefore has height $2-1-b^2/R^2=\delta^2/R^2$.

The field polarises the ground state, and weight moves from this step into elastic tunnelling. Only $S_k$ connects the two mixed states, so the electron's spin component along the field is not flipped in this step. The high-bias conductance, $4T_0^2/K^2+2$ in units of $G_s$, does not change.

### Numbers

At 6 T, $b=0.6946$ meV.

**Along $z$**, the pair is $x,y$, with $\bar\varepsilon=-2.0$ meV and $\delta=E=0.2$ meV. This is case 2, with $R=\sqrt{0.2^2+0.6946^2}=0.7228$ meV. The step within the pair is at $2R/e=1.446$ mV with height $0.2^2/0.7228^2=0.077$. The step to $|z\rangle$ is at $0+2.0+0.7228=2.723$ mV with height 1.

**Along $y$**, the pair is $x,z$, with $\bar\varepsilon=-1.1$ meV and $\delta=1.1$ meV. This is also case 2, with $R=1.3010$ meV. The step to $|y\rangle$ is at $-1.8+1.1+1.3010=0.601$ mV with height 1. The other is at 2.602 mV with height $1.1^2/1.3010^2=0.715$.

**Along $x$**, the pair is $y,z$, with $\bar\varepsilon=-0.9$ meV, $\delta=0.9$ meV and $R=1.1369$ meV. The lower mixed level, $-2.037$ meV, is above $\varepsilon_x=-2.2$ meV, so this is case 1. The steps are at 0.163 and 2.437 mV, both with height 1.

| Field | $V_1$ (mV) | $w_1$ | $V_2$ (mV) | $w_2$ |
|---|---|---|---|---|
| 0 | 0.400 | 1 | 2.200 | 1 |
| $x$, 3 T | 0.335 | 1 | 2.265 | 1 |
| $x$, 6 T | 0.163 | 1 | 2.437 | 1 |
| $x$, 12 T | 0.355 | 1 | 3.311 | 0.296 |
| $y$, 3 T | 0.454 | 1 | 2.307 | 0.909 |
| $y$, 6 T | 0.601 | 1 | 2.602 | 0.715 |
| $y$, 12 T | 1.072 | 1 | 3.544 | 0.385 |
| $z$, 3 T | 0.802 | 0.249 | 2.401 | 1 |
| $z$, 6 T | 1.446 | 0.077 | 2.723 | 1 |
| $z$, 12 T | 2.807 | 0.020 | 3.404 | 1 |

Among the tabulated cases the tempting ratio $0:1$ is approached only for a field along $z$. There $b\gg E$ restores nearly pure $m=\pm1$ states, and the height $E^2/R^2$ of the step within the pair becomes small. This faint step is the lower of the two only while $2R<|D|+R$, that is $R<|D|$; at larger fields the two steps change order.

### The change of ground state along $x$

Between 6 and 12 T the first step moves towards zero bias and returns. Case 1 requires $R<\bar\varepsilon-\varepsilon_x$. Both sides are positive, so squaring gives

$$b^2<(\bar\varepsilon-\varepsilon_x)^2-\delta^2=(\varepsilon_y-\varepsilon_x)(\varepsilon_z-\varepsilon_x)=0.4\times2.2\ \text{meV}^2 .$$

For a field exactly along $x$ the levels cross at $b=0.938$ meV, or 8.10 T. In the zero-temperature formulas, the height of the upper step drops there from 1 to $\delta^2/R^2=0.479$, and the elastic spin weight jumps from 0 to 0.521. The crossing and the jump need exact alignment, because a field component along $z$ or $y$ couples $|x\rangle$ to the mixed pair. A tilt of 1° towards $z$ turns the crossing into an avoided one with a minimum gap of 0.030 meV, and the elastic weight at 7.9 T becomes 0.67 instead of 0; a tilt of 1° towards $y$ opens a gap of 0.013 meV. At 0.3 K ($k_BT=0.026$ meV) the ground-state formulas also fail once the gap is only a few $k_BT$: for the aligned field the excited population is 3 percent at 7.0 T, 13 percent at 7.5 T and 5 percent at 9.0 T. In the tabulated cases the thermal population of excited states is at most 0.18 percent, at 6 T along $x$. There the thermal tails of the steps at $\pm0.163$ mV overlap at zero bias, so the rise from zero bias to the first plateau is 0.98 rather than 1.

### What a conductance trace shows

Take $T_0/K=1$ and 6 T along $y$. In units of $G_s$, the zero-bias conductance is $4+0.285=4.285$. It rises by 1 to 5.285 and then by 0.715 to 6.000. At the two step positions it is 4.785 and 5.643, midway between the neighbouring plateaus to the digits shown. The 10–90 percent thermal width of each step is 0.165 mV, so thermal broadening alone leaves the steps well resolved. Exchange with the metal's electrons also limits the lifetimes of the excited states; this broadening is not included here and can exceed the thermal width when the coupling is strong.

The result is limited to lowest order in tunnelling: Kondo logarithms, which come from additional exchange scattering between the spin and the electrons of an electrode, are left out. If electrons arrive faster than the spin relaxes, excited states become populated and further transitions contribute. The numerical check compares these formulas with direct diagonalization and with a current computed from explicit electron-spin sums.

## Numbers as computed

```
Axial anisotropy D = -2.0 meV
Transverse anisotropy E = 0.2 meV
g factor = 2.0 (dimensionless)
Temperature = 0.3 K
Amplitude ratio T0/K = 1.0 (dimensionless)
Thermal energy kT = 0.02585 meV
10-90 percent thermal step width = 0.1649 mV
Zeeman energy per tesla = 0.115768 meV/T
Zeeman energy b at 3 T = 0.3473 meV
Zeeman energy b at 6 T = 0.6946 meV
Zeeman energy b at 12 T = 1.3892 meV
Axis x: single level -2.20, pair mean -0.90, delta 0.90 meV
Axis y: single level -1.80, pair mean -1.10, delta 1.10 meV
Axis z: single level 0.00, pair mean -2.00, delta 0.20 meV
Rows: step positions V1, V2 in mV; heights h1, h2 and
elastic spin weight w0 in units of G_s
B=0: V1=0.4000 h1=1.0000 V2=2.2000 h2=1.0000 w0=0.0000
x 3 T: V1=0.3353 h1=1.0000 V2=2.2647 h2=1.0000 w0=0.0000
x 6 T: V1=0.1631 h1=1.0000 V2=2.4369 h2=1.0000 w0=0.0000
x 12 T: V1=0.3553 h1=1.0000 V2=3.3105 h2=0.2956 w0=0.7044
y 3 T: V1=0.4535 h1=1.0000 V2=2.3070 h2=0.9094 w0=0.0906
y 6 T: V1=0.6010 h1=1.0000 V2=2.6019 h2=0.7149 w0=0.2851
y 12 T: V1=1.0720 h1=1.0000 V2=3.5440 h2=0.3854 w0=0.6146
z 3 T: V1=0.8015 h1=0.2490 V2=2.4008 h2=1.0000 w0=0.7510
z 6 T: V1=1.4457 h1=0.0766 V2=2.7228 h2=1.0000 w0=0.9234
z 12 T: V1=2.8071 h1=0.0203 V2=3.4035 h2=1.0000 w0=0.9797
6 T midway between x and z: V1=0.9911 h1=0.1869 V2=2.6934 h2=0.9069 w0=0.9062
Root R for 6 T along x = 1.1369 meV
Root R for 6 T along y = 1.3010 meV
Root R for 6 T along z = 0.7228 meV
Root R for 12 T along x = 1.6553 meV
Largest excited population in axis rows = 0.181 percent (x 6 T)
Crossing Zeeman energy, field along x = 0.9381 meV
Crossing field along x = 8.103 T
Elastic spin weight just below crossing = 0.0000 G_s
Elastic spin weight just above crossing = 0.5207 G_s
Upper step height just below crossing = 1.0000 G_s
Upper step height just above crossing = 0.4793 G_s
Upper-pair height at E=0, 6 T along z = 0.0000 G_s
Finite-temperature conductance for 6 T along y:
  bias 0.0000 mV: conductance 4.2851 G_s
  bias 0.6010 mV: conductance 4.7851 G_s
  bias 1.6014 mV: conductance 5.2851 G_s
  bias 2.6019 mV: conductance 5.6425 G_s
  bias 5.0000 mV: conductance 6.0000 G_s
```
